# When two spontaneous strains can meet at a stress-free planar wall: test program

```python
"""
Result under test: two unequal small spontaneous strains e1, e2 can meet at a
stress-free coherent planar wall, with lattice rotation allowed, if and only if
the middle eigenvalue of D = e2 - e1 is zero.

Symbols: D strain difference, lam its ascending eigenvalues, n unit wall normal,
a jump vector, W relative rotation (skew), with D + W = outer(a, n).
A layer that is forced to fit a thick unstressed neighbour has isotropic
Young modulus YOUNG and Poisson ratio NU.
"""
import numpy as np
import sympy as sp
from scipy.constants import epsilon_0
from scipy.optimize import brentq, least_squares, minimize
from scipy.spatial.transform import Rotation

rng = np.random.default_rng(7)
YOUNG, NU = 100e9, 0.3
MU = YOUNG / (2 * (1 + NU))
LAME = YOUNG * NU / ((1 + NU) * (1 - 2 * NU))


def sym(m):
    return (m + m.T) / 2


def skew(w):
    return np.array([[0, -w[2], w[1]], [w[2], 0, -w[0]], [-w[1], w[0], 0]])


def walls(D):
    """Derived formulas: list of (n, a, W) for the two signs."""
    lam, v = np.linalg.eigh(D)
    p, q = np.sqrt(max(-lam[0], 0)), np.sqrt(max(lam[2], 0))
    g = np.sqrt(lam[2] - lam[0])
    out = []
    for s in (1, -1):
        n = (s * p * v[:, 0] + q * v[:, 2]) / g
        a = g * (-s * p * v[:, 0] + q * v[:, 2])
        out.append((n, a, (np.outer(a, n) - np.outer(n, a)) / 2))
    return out


def cofactors(w, D):
    """All 2x2 minors of D + W; they vanish only for rank one or less."""
    r = D + skew(w)
    return np.concatenate([np.cross(r[1], r[2]), np.cross(r[2], r[0]),
                           np.cross(r[0], r[1])])


def search_rotations(D):
    """Search all small rotations for those that make D + W rank one."""
    best, roots = np.inf, []
    for w0 in rng.normal(size=(8, 3)):
        for start in (w0, -w0):
            r = least_squares(cofactors, start, args=(D,), xtol=1e-15,
                              ftol=1e-15, gtol=1e-15)
            size = np.linalg.norm(r.fun)
            best = min(best, size)
            if size < 1e-6 and all(np.linalg.norm(r.x - x) > 1e-2
                                   for x in roots):
                roots.append(r.x)
    return best, roots


def layer(n, D):
    """Energy density and stress of the fitted layer, minimized over a."""
    cols = [sym(np.outer(k, n)) for k in np.eye(3)]

    def row(m):
        return np.append(np.sqrt(MU) * m.ravel(),
                         np.sqrt(LAME / 2) * np.trace(m))
    A = np.array([row(c) for c in cols]).T
    a = np.linalg.lstsq(A, row(D), rcond=None)[0]
    e = sym(np.outer(a, n)) - D
    energy = MU * np.sum(e * e) + LAME / 2 * np.trace(e)**2
    return energy, 2 * MU * e + LAME * np.trace(e) * np.eye(3)


def best_layer(D):
    """Lowest layer energy over all wall normals, and its stress."""
    scale = np.linalg.norm(D)

    def normal(x):
        return np.array([np.sin(x[0]) * np.cos(x[1]),
                         np.sin(x[0]) * np.sin(x[1]), np.cos(x[0])])
    runs = [minimize(lambda x: layer(normal(x), D / scale)[0] / YOUNG, x0,
                     method="Nelder-Mead",
                     options=dict(xatol=1e-9, fatol=1e-15, maxiter=600))
            for x0 in rng.uniform(0.2, 2.9, size=(8, 2))]
    return layer(normal(min(runs, key=lambda r: r.fun).x), D)


def peak(stress):
    return np.max(np.abs(np.linalg.eigvalsh(stress)))


# Constant strain implies constant rotation: identity for any displacement.
X = sp.symbols("x y z")
U = [sp.Function(name)(*X) for name in ("u", "v", "w")]
for i in range(3):
    for j in range(3):
        for k in range(3):
            rot = (sp.diff(U[i], X[j]) - sp.diff(U[j], X[i])) / 2
            eik = (sp.diff(U[i], X[k]) + sp.diff(U[k], X[i])) / 2
            ejk = (sp.diff(U[j], X[k]) + sp.diff(U[k], X[j])) / 2
            gap = sp.diff(rot, X[k]) - sp.diff(eik, X[j]) + sp.diff(ejk, X[i])
            assert sp.expand(gap.doit()) == 0

# Spectrum of a symmetrized dyad.
for _ in range(200):
    a, n = rng.normal(size=(2, 3))
    n /= np.linalg.norm(n)
    formula = [(a @ n - np.linalg.norm(a)) / 2, 0,
               (a @ n + np.linalg.norm(a)) / 2]
    assert np.allclose(np.linalg.eigvalsh(sym(np.outer(a, n))), formula,
                       atol=1e-12)

# Existence, number, angle and normals from the blind rotation search.
print("Rotation search: eigenvalues | smallest minor norm | walls")
spectra = [(-1, 0, 2), (-0.3, 0, 1), (0, 0, 1), (-1, 0, 0), (0, 1, 2),
           (-2, -1, 0), (1, 1, 1), (-1, 0.2, 1), (-1, -1, 2)]
for lam in spectra:
    R = Rotation.random(random_state=int(rng.integers(10**6))).as_matrix()
    D = sym(R @ np.diag(lam).astype(float) @ R.T)
    best, roots = search_rotations(D)
    print(f"  {lam} | {best:.1e} | {len(roots)}")
    if lam[1] != 0:
        assert best > 0.1 and not roots
        continue
    two = lam[0] * lam[2] < 0
    assert best < 1e-6 and len(roots) == (2 if two else 1)
    found = [np.linalg.svd(D + skew(w))[2][0] for w in roots]
    for w in roots:
        # a double root is located only to the square root of the residual
        assert abs(np.linalg.norm(w) - np.sqrt(-lam[0] * lam[2])) < (
            1e-5 if two else 2e-3)
    for n, a, W in walls(D):
        assert max(abs(n @ m) for m in found) > 1 - 1e-5
        assert np.allclose(D + W, np.outer(a, n), atol=1e-7)
    if two:
        expected = abs((lam[0] + lam[2]) / (lam[2] - lam[0]))
        assert abs(abs(found[0] @ found[1]) - expected) < 1e-5

# Twofold relation guarantees a wall; a threefold relation does not.
for _ in range(50):
    S = sym(rng.normal(size=(3, 3)))
    m = rng.normal(size=3)
    m /= np.linalg.norm(m)
    R = 2 * np.outer(m, m) - np.eye(3)
    D = sym(R @ S @ R.T - S)
    lam = np.linalg.eigvalsh(D)
    assert abs(lam[1]) < 1e-12 and abs(lam[0] + lam[2]) < 1e-12
    assert max(abs(w[0] @ m) for w in walls(D)) > 1 - 1e-9
S = np.diag([1.0, 0.3, -0.5])
C3 = np.roll(np.eye(3), 1, axis=0)
lam3 = np.linalg.eigvalsh(C3 @ S @ C3.T - S)
assert abs(lam3[1]) > 0.1
print("Threefold pair of strain diag(1, 0.3, -0.5): eigenvalues",
      np.round(lam3, 3))

# Lowest layer energy is YOUNG*lam2^2/2 inside its range of validity.
for lam in [(-1, 0.4, 0.9), (-0.8, -0.3, 1.1), (-1, 0, 0.5)]:
    energy, stress = best_layer(np.diag(lam).astype(float))
    assert abs(energy / YOUNG - lam[1]**2 / 2) < 1e-8
    assert abs(peak(stress) / YOUNG - abs(lam[1])) < 1e-4
outside = best_layer(np.diag([0.5, 1.0, 2.0]))[0] / YOUNG
assert outside > 0.5 + 1e-3
print(f"Layer energy/E for (0.5,1,2): {outside:.4f} (lam2^2/2 = 0.5)")

# Worked example: round tetragonal perovskite-like parameters.
ea, ec, P = -0.003, 0.007, 0.25
eps_r, piezo, core = 200.0, 100e-12, 2e-9
e1, e2 = np.diag([ec, ea, ea]), np.diag([ea, ec, ea])
D = e2 - e1
P1, P2 = np.array([P, 0, 0]), np.array([0, P, 0])
print(f"Strain along, across polar axis: {100*ec:.2f}, {100*ea:.2f} %")
print(f"Polarization: {100*P:.1f} uC/cm2")
print(f"Young modulus: {YOUNG/1e9:.0f} GPa, Poisson ratio: {NU}")
print("90-degree pair, eigenvalues of D:",
      np.round(100 * np.linalg.eigvalsh(D), 4), "%")
pair = sorted(walls(D), key=lambda w: abs((P2 - P1) @ w[0]))
for label, (n, a, W) in zip(("neutral", "charged"), pair):
    H1, H2 = e1 - W / 2, e2 + W / 2
    pts = rng.uniform(-1e-6, 1e-6, size=(20, 3))
    pts -= np.outer(pts @ n, n)
    assert np.max(np.abs(pts @ (H2 - H1).T)) < 1e-18
    assert layer(n, D)[0] < 1e-6
    print(f"  {label} wall normal:", np.round(n * np.sign(n[1]), 4))
n, a, W = pair[0]
angle = np.linalg.norm(W) / np.sqrt(2)
tilted = (P2 + W @ P2 / 2 - P1 + W @ P1 / 2) @ n
assert abs(tilted) < 1e-12
print(f"  relative lattice rotation: {np.degrees(angle):.4f} deg")
t = np.cross(n, [0, 0, 1.0])
jump = np.linalg.norm(D @ t) * 1e-6
assert jump > 1e-9
print(f"  jump 1 um along wall without rotation: {jump*1e9:.2f} nm")
energy, stress = layer(np.array([1.0, 0, 0]), D)
print(f"  wall on (100) instead: peak stress {peak(stress)/1e6:.0f} MPa")
print(f"  wall on (100) instead: energy {energy/1e6:.2f} MJ/m3")

lam = np.linalg.eigvalsh(e1)
energy, stress = best_layer(e1)
assert abs(energy / (YOUNG * lam[1]**2 / 2) - 1) < 1e-5
print("One domain / paraelectric, eigenvalues:", np.round(100 * lam, 3), "%")
print(f"  best wall: peak stress {peak(stress)/1e6:.1f} MPa")
print(f"  best wall: energy {energy/1e6:.3f} MJ/m3")


def mean_middle(f):
    return np.linalg.eigvalsh((1 - f) * e1 + f * e2)[1]


frac = brentq(mean_middle, 0.1, 0.45, xtol=1e-14)
assert abs(frac + ea / (ec - ea)) < 1e-10
mix = (1 - frac) * e1 + frac * e2
lam = np.linalg.eigvalsh(mix)
assert best_layer(mix)[0] < 1e-3
mixed = walls(mix)
between = np.degrees(np.arccos(abs(mixed[0][0] @ mixed[1][0])))
turn = np.degrees(np.linalg.norm(mixed[0][2]) / np.sqrt(2))
print(f"Mixture / paraelectric: fraction of domain 2 = {frac:.4f}")
print("  mean-strain eigenvalues:", np.round(100 * lam, 3) + 0.0, "%")
for n_mix, _, _ in mixed:
    print("  wall normal:", np.round(n_mix * np.sign(n_mix[0]), 4) + 0.0)
print(f"  angle between the two walls: {between:.2f} deg")
print(f"  relative lattice rotation: {turn:.4f} deg")

# Neglected: finite strain. Exact stretches and finite rotation about z.
U1, U2 = np.eye(3) + e1, np.eye(3) + e2


def turned(theta):
    return Rotation.from_rotvec([0, 0, theta]).as_matrix() @ U2


theta = brentq(lambda q: np.linalg.det((turned(q) - U1)[:2, :2]), 0, 0.05,
               xtol=1e-14)
assert np.linalg.svd(turned(theta) - U1)[1][1] < 1e-9
assert abs(theta / angle - 1) < 0.01


def finite_middle(f):
    F = (1 - f) * U1 + f * turned(theta)
    return np.sqrt(np.linalg.eigvalsh(F.T @ F)[1]) - 1


frac_finite = brentq(finite_middle, 0.1, 0.45, xtol=1e-13)
assert abs(frac_finite - frac) < 0.01
print("Neglected effects:")
print(f"  finite-strain 90-degree rotation: {np.degrees(theta):.4f} deg")
print(f"  finite-strain fraction of domain 2: {frac_finite:.4f}")
left = YOUNG * abs(finite_middle(frac))
print(f"  stress scale if linear fraction kept: {left/1e6:.2f} MPa")

# Neglected: bound charge of the second wall, and a core of finite thickness.
charge = abs((P2 - P1) @ pair[1][0])
assert abs((P2 - P1) @ n) < 1e-12 and charge > P
field = charge / (2 * epsilon_0 * eps_r)
print(f"  charged wall, bound charge: {100*charge:.2f} uC/cm2")
print(f"  unscreened field (eps_r = {eps_r:.0f}): {field/1e8:.2f} MV/cm")
print(f"  piezo strain (d = {piezo*1e12:.0f} pm/V): {100*piezo*field:.2f} %")
energy, stress = layer(n, -e1)
print(f"  undeformed core, peak stress: {peak(stress)/1e6:.0f} MPa")
print(f"  core energy at {core*1e9:.0f} nm: {energy*core*1e3:.2f} mJ/m2")
print("checks complete")
```

It prints:

```
Rotation search: eigenvalues | smallest minor norm | walls
  (-1, 0, 2) | 2.6e-16 | 2
  (-0.3, 0, 1) | 2.8e-17 | 2
  (0, 0, 1) | 1.8e-12 | 1
  (-1, 0, 0) | 2.1e-12 | 1
  (0, 1, 2) | 2.0e+00 | 0
  (-2, -1, 0) | 2.0e+00 | 0
  (1, 1, 1) | 1.7e+00 | 0
  (-1, 0.2, 1) | 4.0e-01 | 0
  (-1, -1, 2) | 2.8e+00 | 0
Threefold pair of strain diag(1, 0.3, -0.5): eigenvalues [-1.5  0.7  0.8]
Layer energy/E for (0.5,1,2): 0.8516 (lam2^2/2 = 0.5)
Strain along, across polar axis: 0.70, -0.30 %
Polarization: 25.0 uC/cm2
Young modulus: 100 GPa, Poisson ratio: 0.3
90-degree pair, eigenvalues of D: [-1.  0.  1.] %
  neutral wall normal: [0.7071 0.7071 0.    ]
  charged wall normal: [-0.7071  0.7071  0.    ]
  relative lattice rotation: 0.5730 deg
  jump 1 um along wall without rotation: 10.00 nm
  wall on (100) instead: peak stress 1099 MPa
  wall on (100) instead: energy 5.49 MJ/m3
One domain / paraelectric, eigenvalues: [-0.3 -0.3  0.7] %
  best wall: peak stress 300.0 MPa
  best wall: energy 0.450 MJ/m3
Mixture / paraelectric: fraction of domain 2 = 0.3000
  mean-strain eigenvalues: [-0.3  0.   0.4] %
  wall normal: [0.7559 0.     0.6547]
  wall normal: [ 0.7559  0.     -0.6547]
  angle between the two walls: 81.79 deg
  relative lattice rotation: 0.1985 deg
Neglected effects:
  finite-strain 90-degree rotation: 0.5718 deg
  finite-strain fraction of domain 2: 0.3011
  stress scale if linear fraction kept: 1.06 MPa
  charged wall, bound charge: 35.36 uC/cm2
  unscreened field (eps_r = 200): 1.00 MV/cm
  piezo strain (d = 100 pm/V): 1.00 %
  undeformed core, peak stress: 264 MPa
  core energy at 2 nm: 1.03 mJ/m2
checks complete
```
